# Energy gain from a moment-matched Gaussian in hard-sphere energy loss

**Q:** I am describing the energy that ions lose in elastic collisions with atoms. I know the mean and the variance of the loss, so I use the Gaussian with those two values. Since both are correct, I take the result to be a physical loss distribution, perhaps a little inaccurate in shape.

**A:** Two correct moments do not make a distribution physical. It must also respect what one collision can do. Take an ion of mass $M_1$ and speed $v$ striking a stationary atom of mass $M_2$, both hard spheres, with contact distance $R$ between centres. I use atomic units in the algebra and eV and angstrom for numbers, and count energy lost by the ion as positive.

The impulse $p$ acts along the line of centres, because smooth spheres exert no tangential force. At impact parameter $b$ this line makes an angle $\chi$ with the ion's velocity, where $\sin\chi=b/R$. Energy conservation reads

$$\frac{M_1v^2}{2}=\frac{p^2}{2M_2}+\frac{M_1^2v^2-2M_1vp\cos\chi+p^2}{2M_1}.$$

The terms $M_1v^2/2$ cancel. Dividing the rest by $p$, which is nonzero in a collision, gives

$$p=2\mu v\cos\chi,\qquad \mu=\frac{M_1M_2}{M_1+M_2}.$$

The atom was at rest, so the energy transferred is its recoil energy. With $v^2=2E/M_1$,

$$T=\frac{p^2}{2M_2}=\frac{4\mu^2E}{M_1M_2}\cos^2\chi=\gamma E\left(1-\frac{b^2}{R^2}\right),\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.$$

This is never negative. A stationary atom has no kinetic energy to give, and an elastic collision releases no internal energy. A sum of such transfers cannot be negative either.

**Q:** Agreed, but my Gaussian might put a negligible weight below zero. What are its mean and variance?

**A:** First we need the distribution of one transfer. Impact points are uniform over a disc of area $\sigma=\pi R^2$, so the probability of an impact parameter in $db$ is $2\pi b\,db/(\pi R^2)=d(b^2/R^2)$. Thus $b^2/R^2$ is uniform between 0 and 1, and $T$ is uniform between 0 and $T_m=\gamma E$. Its moments are

$$\langle T^j\rangle=\frac1{T_m}\int_0^{T_m}T^j\,dT=\frac{T_m^j}{j+1}.$$

Next comes the number of collisions $N$. Let the atoms have density $n$ and independent random positions, and let the ion travel a path length $L$. Then $N$ has a Poisson distribution with mean $m=n\sigma L$. I also assume for now that the total loss is much smaller than $E$, so that $T_m$ stays fixed along the path. This requires $m\gamma/2\ll1$.

Let $W$ be the total loss and $g(s)=\langle e^{-sT}\rangle$. For $N$ independent collisions the average of $e^{-sW}$ is $g^N$. Averaging over $N$ gives

$$\langle e^{-sW}\rangle=\sum_{N=0}^{\infty}e^{-m}\frac{m^N}{N!}g^N=e^{-m[1-g(s)]}.$$

The logarithm is

$$m[g(s)-1]=m\sum_{j\ge1}\frac{(-s)^j}{j!}\langle T^j\rangle.$$

The coefficients of $(-s)^j/j!$ in this logarithm are the cumulants $\kappa_j$. Therefore

$$\kappa_j=m\langle T^j\rangle=\frac{mT_m^j}{j+1}.$$

The first is the mean, $mT_m/2$; the second is the variance, $mT_m^2/3$.

**Q:** I would have used the variance of a uniform variable, $T_m^2/12$, for each collision.

**A:** That accounts for the spread of the individual transfers but leaves out the fluctuation of $N$. The two contributions are

$$m\frac{T_m^2}{12}+m\left(\frac{T_m}{2}\right)^2=\frac{mT_m^2}{3}.$$

The first is the spread at a given number of collisions. The second is the Poisson variance $m$ times the squared mean transfer, and it is three times larger.

**Q:** Then how much probability does my Gaussian give to energy gain after four mean collisions?

**A:** Let $\Phi$ be the standard normal distribution function. The Gaussian probability below zero is $\Phi(-z)$, where $z$ is the mean divided by the standard deviation:

$$z=\frac{mT_m/2}{T_m\sqrt{m/3}}=\frac{\sqrt{3m}}{2},\qquad P_{\rm G}(W<0)=\Phi\left(-\frac{\sqrt{3m}}2\right).$$

The energy scale has cancelled. For $m=4$, $z=\sqrt3=1.732$ and the probability is 4.16 percent. About one ion in 24 would leave with more energy than it brought, while the true probability in this model is zero.

The word "mean" matters. If every ion made exactly four collisions, the variance would be $4T_m^2/12$ and the ratio $z$ would be $2/\sqrt{1/3}=\sqrt{12}$. The matched Gaussian would then assign only 0.027 percent to gain.

**Q:** What does the true distribution look like, if it is not a bell with its left end removed?

**A:** It can be found in closed form. Put $x=W/T_m$, so that one transfer is uniform on $[0,1]$ and $g(s)=(1-e^{-s})/s$. Let $F(x)$ be the probability that the scaled loss is at most $x$. A history with scaled loss $X$ contributes to $F(x)$ for all $x\ge X$, hence

$$\int_0^\infty e^{-sx}F(x)\,dx=\left\langle\int_X^\infty e^{-sx}dx\right\rangle=\frac{\langle e^{-sX}\rangle}{s}.$$

Insert the generating function and expand the factor $\exp(-me^{-s}/s)$:

$$\frac{\langle e^{-sX}\rangle}{s}=e^{-m}\sum_{k=0}^{\infty}\frac{(-m)^k}{k!}e^{-ks}\,\frac{e^{m/s}}{s^{k+1}}.$$

To invert the last fraction, expand $e^{m/s}$ as well. Since $s^{-j-k-1}$ is the transform of $y^{j+k}/(j+k)!$, the fraction is the transform of

$$\sum_{j=0}^\infty\frac{m^jy^{j+k}}{j!\,(j+k)!}=\left(\frac ym\right)^{k/2}I_k(2\sqrt{my}),$$

where the sum is the power series of the modified Bessel function $I_k$. The factor $e^{-ks}$ shifts the function to $y=x-k$ and makes it zero for $x<k$. Thus, for $x\ge0$,

$$F(x)=e^{-m}\sum_{k=0}^{\lfloor x\rfloor}\frac{(-m)^k}{k!}\left(\frac{x-k}{m}\right)^{k/2}I_k\!\left(2\sqrt{m(x-k)}\right),$$

and $F(x)=0$ for $x<0$.

At $x=0$ this gives $F(0)=e^{-m}$. It is the probability of no collision, 1.83 percent for $m=4$, concentrated at exactly zero loss. A Gaussian has a smooth density and cannot contain such a point weight.

The high-loss side differs too. The true probability of exceeding the mean by more than three standard deviations is 0.64 percent, against 0.135 percent for the Gaussian. In absolute terms the two distribution functions stay fairly close: the largest difference found between them is about 0.045.

**Q:** Then I could discard the negative losses and renormalize.

**A:** That removes the gains but spoils the moments you started from. Write $t=(W-\langle W\rangle)/\sqrt{\kappa_2}$ and keep $t>-z$. The retained weight is $\Phi(z)$. With $\varphi$ the standard normal density, $t\varphi=-\varphi'$, so

$$\langle t\rangle_{\rm cut}=\frac{1}{\Phi(z)}\int_{-z}^{\infty}t\varphi\,dt=\frac{\varphi(z)}{\Phi(z)}\equiv\lambda.$$

Integration by parts gives the second moment:

$$\int_{-z}^{\infty}t^2\varphi\,dt=[-t\varphi]_{-z}^{\infty}+\int_{-z}^{\infty}\varphi\,dt=-z\varphi(z)+\Phi(z).$$

Dividing by $\Phi(z)$ and subtracting $\lambda^2$, we find that the variance is multiplied by $1-z\lambda-\lambda^2$. The mean rises by $\lambda\sqrt{\kappa_2}$. At $m=4$ the mean becomes 5.4 percent larger than the correct one, and the variance falls to 83 percent of its correct value. The point weight at zero loss is still missing.

**Q:** Does the central limit theorem not justify the Gaussian once there are enough collisions?

**A:** It justifies a statement about the standardized loss $t$ as $m$ grows. The standardized cumulants are

$$\frac{\kappa_j}{\kappa_2^{j/2}}=\frac{3^{j/2}}{j+1}\,m^{1-j/2},$$

which vanish for $j\ge3$ as $m\to\infty$. The third is the skewness, $3\sqrt3/(4\sqrt m)$, still 0.65 at $m=4$. The theorem does not confine a Gaussian to positive losses at finite $m$. Zero loss lies at $t=-\sqrt{3m}/2$, and the false gain fades because this point moves into the tail. Since $t/z\ge1$ for $t\ge z$,

$$\Phi(-z)=\int_z^\infty\varphi\,dt\le\int_z^\infty\frac tz\varphi\,dt=\frac{\varphi(z)}z=\frac{2}{\sqrt{6\pi m}}e^{-3m/8}.$$

The false gain is 0.135 percent at $m=12$ and about $10^{-6}$ at $m=30$. It reaches 0.1 percent at $m\approx12.7$. In the opposite limit, $m\to0$, it tends to one half, although almost every ion then loses nothing. At $m=1$ it is 19 percent.

These values keep $T_m$ fixed. Increasing $m$ at a given $\gamma$ eventually violates $m\gamma/2\ll1$, and the energy already lost must then be counted.

**Q:** Can we put energies on this for an actual beam?

**A:** Consider singly charged bismuth ions at 50 eV crossing helium gas, as in a gas-filled beam cooler placed before low-energy implantation. Rough typical conditions are 0.01 Torr and 300 K, and I take a rough contact distance of 2.0 angstrom. In a dilute gas, independent target positions are a reasonable assumption.

The ideal-gas law gives $n=3.22\times10^{-10}$ per cubic angstrom, and $\sigma=\pi(2.0)^2=12.57$ square angstrom. The mean free path is $1/(n\sigma)=2.47\times10^8$ angstrom. Four of these make about $10^9$ angstrom, or roughly 10 cm.

With masses 209 and 4 u, $\gamma=4(209)(4)/213^2=0.0737$ and $T_m=0.0737\times50=3.69$ eV. Hence

$$\langle W\rangle=2T_m=7.37\ {\rm eV},\qquad \sqrt{\kappa_2}=T_m\sqrt{4/3}=4.26\ {\rm eV}.$$

The Gaussian's false gains are not tiny in energy: their mean size, among the histories that gain, is 1.73 eV.

**Q:** The mean loss is 15 percent of the beam energy. Is a fixed $T_m$ good enough?

**A:** It shifts the answer noticeably. Each collision multiplies the current energy by $1-\gamma u$, with $u$ uniform on $[0,1]$. Hard spheres have an energy-independent $\sigma$, so $N$ remains Poisson with mean $m$. The averages of the factor and its square are $1-\gamma/2$ and $1-\gamma+\gamma^2/3$. Since the Poisson average of $a^N$ is $e^{-m(1-a)}$, the final energy $E'$ obeys

$$\frac{\langle E'\rangle}{E}=e^{-m\gamma/2},\qquad \frac{\langle E'^2\rangle}{E^2}=e^{-m(\gamma-\gamma^2/3)}.$$

The variance of the fractional loss is therefore $e^{-m\gamma}(e^{m\gamma^2/3}-1)$. For small $\gamma$ at fixed $m$ it tends to $m\gamma^2/3$, while the mean fractional loss tends to $m\gamma/2$, so the earlier ratio returns.

Here the mean loss becomes 6.85 eV and the standard deviation 3.68 eV. Their ratio is 1.86, and the matched Gaussian assigns 3.12 percent to gain. The 4 percent figure belongs to the small-loss limit. The true value stays zero, because every factor $1-\gamma u$ is at most one.

**Q:** Real gas atoms move. Could the Gaussian's negative losses represent ions that gain thermal energy?

**A:** Moving atoms do permit gains, but not these. I followed 800,000 ions through hard-sphere vector collisions with a thermal gas at 300 K, including the changing ion energy and holding the mean number of collisions at four. The fraction that gained energy was $0.053\pm0.003$ percent, where the uncertainty is one standard sampling error. Their mean gain was 0.025 eV, close to $k_BT=0.026$ eV. The Gaussian with degradation predicts gains about 60 times as often. These figures belong to hard spheres. With the soft model force of the next answer, weak collisions with moving atoms add gains: about 0.1 percent of the ions gain, and the matched Gaussian overstates this by a factor of roughly 20 to 25. In the fixed-$T_m$ Gaussian, the mean false gain is about 70 times the thermal one.

**Q:** And how far is the hard-sphere beam from the real one?

**A:** The false gain depends on the shape of the force, and a simple model shows that the change can be as large as the one from energy degradation. A real ion and atom repel softly and attract at long range. As a model, take $V(r)=C/r^{12}-\alpha/(2r^4)$, with a rough helium polarizability $\alpha=1.4$ atomic units. Choose $C$ so that a head-on collision turns back at the same 2.0 angstrom. For any elastic force with cross section $d\sigma$, the cumulants are $nL\int T^j\,d\sigma$. Define $S_j=\int T^jd\sigma/(\sigma T_m^j)$, with $\sigma=\pi R^2$ kept as the reference area. Then $z=\sqrt m\,S_1/\sqrt{S_2}$. Hard spheres have $S_1=1/2$ and $S_2=1/3$; this potential gives 0.527 and 0.317. At the same $nL$, again with fixed $T_m$, the false gain is

$$\Phi\left(-\frac{2\times0.527}{\sqrt{0.317}}\right)\approx3.1\ {\rm percent}.$$

This model force and energy degradation each lower the number from 4.2 to about 3.1 percent; together, in a gas at 300 K, they bring it to roughly 2.2 percent. The 3.1 percent belongs to the $r^{-12}$ repulsion: with the same turning point, $r^{-8}$ gives 2.6 percent and $r^{-6}$ gives 2.2 percent. A rough Hartree-Fock estimate without spin-orbit coupling suggests that the real wall near 2 angstrom is closer to $r^{-6}$ than to $r^{-12}$, so 3.1 percent is probably too high for this pair. Deflection matters little for the path: the rms final angle is 1.8 degrees in the hard-sphere simulation with stationary atoms. For stationary atoms, electronic excitation of ground-state ions is closed, since the centre-of-mass energy, $50\times4/213=0.94$ eV, lies below the ion's lowest excitation, roughly 1.7 eV. At the entry energy, thermal motion at 300 K lifts a few collisions in a thousand above this threshold, and fewer once the ion has slowed; I neglect excitation in them. The 2.0 angstrom contact distance is an estimate, and the path needed for $m=4$ scales as $1/R^2$. None of these percentages should be carried over to a solid, where atomic positions are correlated and electronic loss can be important.

**Q:** So when may I keep the Gaussian, and what should replace it otherwise?

**A:** Keep it if you need only the mean and variance, or if its error in the probabilities you need is acceptable. When individual losses matter, sample the collisions: draw $N$ from the Poisson distribution, then draw $N$ uniform values $u_i$. In the small-loss limit add the transfers $T_mu_i$; otherwise multiply the energy by the factors $1-\gamma u_i$. For stationary hard spheres this gives the correct moments, the ions that lose nothing, and no energy gain. The numerical output lists the values for the helium example.

## Computed results

```
ion energy: 50.0 eV
ion and target masses: 209, 4 u
contact distance: 2.0 angstrom
gas pressure: 0.01 Torr
gas temperature: 300 K
gas density: 3.219e-10 per cubic angstrom
cross section: 12.57 square angstrom
mean free path: 2.472e+08 angstrom
path for m = 4: 9.889e+08 angstrom = 98.9 mm
gamma: 0.07371
largest single transfer T_max: 3.685 eV
mean loss, m = 4: 7.371 eV
standard deviation, m = 4: 4.255 eV
mean / standard deviation: 1.7321
skewness, m = 4: 0.6495
Gaussian gain probability, m = 4: 4.163 percent
mean size of Gaussian false gain: 1.728 eV
Gaussian gain probability, m = 1: 1.932e-01
Gaussian gain probability, m = 12: 1.350e-03
Gaussian gain probability, m = 30: 1.051e-06
m for false gain of 0.1 percent: 12.73
Gaussian gain, exactly four collisions: 2.660e-04
true probability of zero loss: 1.832 percent
true P(loss <= T_max): 0.20700
Gaussian P(loss <= T_max): 0.19324
true P(above mean + 3 sd): 0.642 percent
Gaussian P(above mean + 3 sd): 0.135 percent
largest gap of distribution functions: 0.0446
mean of Gaussian cut at zero: 7.766 eV
variance ratio, cut / full: 0.8305
degraded mean loss: 6.853 eV
degraded standard deviation: 3.679 eV
Gaussian gain with degradation: 3.124 percent
rms final deflection: 1.79 degrees
thermal energy kT: 0.0259 eV
real thermal gain probability: 0.053 percent
its sampling error: 0.003 percent
mean size of real thermal gain: 0.025 eV
helium polarizability, rough: 1.4 atomic units
attraction at contact: 0.0934 eV
centre-of-mass energy: 0.939 eV
lowest ion excitation, rough: 1.7 eV
soft mean transfer integral / (sigma T_max): 0.5269
soft square integral / (sigma T_max^2): 0.3171
Gaussian gain, soft potential: 3.064 percent
shift on halving the mesh: 3.5e-10 percent
```
